# A Symmetric Diffraction Peak Measures Normal Spacing, Not In-Plane Strain

## A film whose strain is known in advance

Take a cubic crystal film whose lattice parameter, when free of stress, is \(a_0=0.5475\) nm. Let it grow on the (001) face of a thick cubic substrate with \(a_s=0.5431\) nm, so that the film atoms stay in register with the substrate atoms. The in-plane lattice parameter of the film is then \(a_p=a_s\), and its in-plane strain follows without any measurement:

\[
e_p=\frac{a_p-a_0}{a_0}=\frac{0.5431-0.5475}{0.5475}=-0.804\,\% .
\]

Strains here are measured from the unstrained film, and tension is positive. This film is compressed in its plane.

Now record a symmetric \(\theta\)-\(2\theta\) scan, in which the incident and outgoing beams make the same angle \(\theta\) with the surface. With wavelength 0.1541 nm, the 004 peak of the unstrained film would lie at \(2\theta=68.516^\circ\). The peak of the strained film lies at \(68.034^\circ\), which is lower by \(0.482^\circ\). A lower angle means a larger spacing, here by 0.623 %. If this number is called the in-plane strain, the film appears to be in tension by 0.623 %, although it is in compression by 0.804 %. Both the sign and the size are wrong.

The spacing itself was measured correctly, but it is the spacing along the film normal. The film, squeezed in its plane, has expanded towards its free surface.

## Where the number 0.623 % comes from

Let \(e_n\) be the strain along the normal and \(a_n=a_0(1+e_n)\) the normal lattice parameter. For small strains along the cube axes, Hooke's law gives the normal stress as

\[
\sigma_n=C_{11}e_n+C_{12}e_p+C_{12}e_p .
\]

The two equal terms come from the two in-plane directions. Nothing pushes on the free surface, so \(\sigma_n=0\), and a film much thinner than it is wide has this value throughout its thickness, away from the edges. Hence

\[
e_n=-D\,e_p,\qquad D=\frac{2C_{12}}{C_{11}} .
\]

With \(C_{11}=160\) GPa and \(C_{12}=62\) GPa, \(D=124/160=0.775\). Then

\[
e_n=-0.775\times(-0.804\,\%)=+0.623\,\%,\qquad
a_n=0.5475\times1.00623=0.55091\ \text{nm}.
\]

The in-plane stress follows from the same law:

\[
\sigma_p=C_{11}e_p+C_{12}e_p+C_{12}e_n
=\left(C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}\right)e_p .
\]

The bracket is \(160+62-48=174\) GPa, so \(\sigma_p=-1.40\) GPa. The minus sign means compression.

## The general statement

*In single scattering, the position of a symmetric peak depends on the spacing along the film normal and not on the in-plane atomic positions. For a cubic (001) film with a stress-free surface and small, equal biaxial strain, the normal strain is \(-D\) times the in-plane strain. The two have opposite signs when \(C_{12}>0\). If nothing is known about the in-plane lattice parameter, the peak yields the in-plane strain only if \(a_0\) and a nonzero \(D\) are known from elsewhere.*

**The scattering part.** Let \(x\) lie in the surface, in the plane of the beams, and let \(z\) point along the outward normal. The incident and outgoing wave vectors are

\[
\mathbf k_{\rm in}=\frac{2\pi}{\lambda}(\cos\theta,0,-\sin\theta),\qquad
\mathbf k_{\rm out}=\frac{2\pi}{\lambda}(\cos\theta,0,\sin\theta).
\]

In the difference the in-plane components cancel:

\[
\mathbf q=\mathbf k_{\rm out}-\mathbf k_{\rm in}=\left(0,0,\frac{4\pi\sin\theta}{\lambda}\right).
\]

An atom at \(\mathbf r=(x,y,z)\) contributes the phase \(\mathbf q\cdot\mathbf r=qz\). Its coordinates \(x\) and \(y\) are absent, so moving atoms sideways cannot move the peak.

In the diamond structure, atomic planes follow one another at distance \(d=a_n/4\) along [001]. They scatter in phase when \(qd=2\pi\), which is Bragg's law, \(\lambda=2d\sin\theta\), for the 004 peak.

To find the shift, take the logarithm of Bragg's law at fixed wavelength, \(\ln d+\ln\sin\theta=\text{const}\), and differentiate:

\[
\frac{\delta d}{d}+\cot\theta\,\delta\theta=0
\quad\Longrightarrow\quad
\delta(2\theta)=-2\tan\theta\;e_n ,
\]

in radians. At \(\theta=34.258^\circ\) this gives \(-2\times0.681\times0.00623=-0.00849\) rad, or \(-0.486^\circ\). The full Bragg law gives \(-0.482^\circ\); the difference is of second order in the strain.

A sum over the atoms of a small crystal shows the same insensitivity. When the crystal was stretched by 2 % in its plane at fixed normal spacing, the spacing read from its 004 peak changed by 0.0000 % to the digits printed. The spacing read from the inclined 224 peak grew by 0.666 %.

**The elastic part.** The relation \(e_n=-De_p\) was derived above from the free surface. It was also tested without using Hooke's law for the film: the energy of a diamond lattice with bond-length and bond-angle terms, adjusted to the same \(C_{12}/C_{11}\), was minimized over the normal spacing at a small fixed in-plane strain. The result was \(e_n/e_p=-0.7751\).

For an elastically isotropic film with Young's modulus \(E\) and Poisson's ratio \(\nu\), equal in-plane stresses \(\sigma\) give

\[
e_p=\frac{\sigma-\nu\sigma}{E},\qquad
e_n=\frac{-\nu\sigma-\nu\sigma}{E},\qquad
\frac{e_n}{e_p}=-\frac{2\nu}{1-\nu}.
\]

At \(\nu=0.30\) the ratio is \(-0.857\). At \(\nu=0\) it vanishes: such a film could be strained in its plane and show no symmetric peak shift to first order in the strain. As \(\nu\to1/2\) it tends to \(-2\), which keeps the volume fixed to first order, since \(2e_p+e_n=0\).

**The opposite sign is not necessary.** The energy density for strains along the cube axes is a quadratic form with \(C_{11}\) on the diagonal of its matrix and \(C_{12}\) elsewhere. Its eigenvalues are \(C_{11}+2C_{12}\) and, twice, \(C_{11}-C_{12}\). Stability requires them to be positive, which still permits \(-C_{11}/2<C_{12}<0\). In that range \(D\) is negative and the two strains have the same sign. The model lattice with stronger bond-angle terms, for which \(C_{12}/C_{11}=-0.091\), gave \(e_n/e_p=+0.182\).

## One peak fits many films

Suppose now that \(a_0\) is unknown, as for an alloy film of uncertain composition. Define the misfit \(m=(a_0-a_s)/a_s\) and the relaxation \(R=(a_p-a_s)/(a_0-a_s)\). A film in register with its substrate has \(R=0\); a film at its own unstrained spacing has \(R=1\). From these definitions,

\[
a_0=a_s(1+m),\qquad a_p=a_s(1+Rm),\qquad
e_p=\frac{a_p-a_0}{a_0}=-\frac{(1-R)m}{1+m}.
\]

The normal parameter is

\[
a_n=a_0-D(a_p-a_0)=a_s(1+m)+D(1-R)m\,a_s ,
\]

and therefore

\[
\frac{a_n}{a_s}-1=m\,[1+D(1-R)] .
\]

A symmetric peak fixes the left side, here 1.438 %. The right side contains two unknowns, \(m\) and \(R\). With \(D\) held at 0.775, all of the following films share the 004 peak at \(68.034^\circ\):

| \(R\) | \(a_0\) (nm) | \(e_p\) (%) | 224 peak, \(2\theta\) (deg) |
|---|---|---|---|
| 0 | 0.54750 | −0.804 | 87.018 |
| 0.5 | 0.54873 | −0.513 | 86.828 |
| 1 | 0.55091 | 0 | 86.498 |
| 1.1 | 0.55157 | +0.153 | 86.400 |

The in-plane strain may be compressive, zero or tensile. Tension can arise if a film relaxes at high temperature and would then contract more on cooling than its substrate allows. The value in the last row is chosen for illustration; in a silicon-germanium film of that composition on silicon, cooling would normally give less.

The same equation exposes a second wrong reading, in which the film peak is compared with the substrate peak and the difference is called strain. For \(R=0\) that difference is \((1+D)m=1.775\times0.810\,\%=1.438\,\%\). It combines the misfit with the elastic response to it. The substrate peak is a useful reference for the angle scale, but \(a_s\) is not the film's unstrained spacing.

## Adding an inclined reflection

The 224 planes are tilted to the surface, so their spacing contains both lattice parameters:

\[
\frac1{d_{224}^2}=\frac{2^2+2^2}{a_p^2}+\frac{4^2}{a_n^2}
\quad\Longrightarrow\quad
a_p=\left[\frac{8}{1/d_{224}^2-16/a_n^2}\right]^{1/2}.
\]

The relation \(a_n=a_0-D(a_p-a_0)=(1+D)a_0-Da_p\) then gives

\[
a_0=\frac{a_n+Da_p}{1+D},\qquad
e_p=\frac{a_p}{a_0}-1=\frac{a_p-a_n}{a_n+Da_p}.
\]

For a stable crystal \(D>-1\), so \(a_0\) and the last denominator are positive when the strains are small. The sign of the in-plane strain is then the sign of \(a_p-a_n\), and no prior value of \(a_0\) is needed.

This procedure was tried on a computed crystal with \(a_p=0.5431\) nm and \(a_0=0.5475\) nm, whose normal spacing came from the bond energy instead of the linear law. Its peaks gave \(d_{004}=0.137721\) nm and \(d_{224}=0.111912\) nm. With the unrounded spacings, \(a_n=4d_{004}=0.55089\) nm, the formula above gives \(a_p=0.54310\) nm, and

\[
a_0=\frac{0.55089+0.775\times0.54310}{1.775}=0.54749\ \text{nm}.
\]

Without intermediate rounding, the recovered strain is \(-0.801\,\%\), against the true \(-0.804\,\%\). The small difference reflects terms of second order in strain, which the bond energy retains and the linear law drops.

## The real case and the size of the errors

The parameters are rough typical values for a silicon-germanium film with about 20 % germanium on Si(001), examined with the K-alpha-1 line of copper, its wavelength rounded to 0.1541 nm. The film is taken to be 50 nm thick and in register with the substrate. At this thickness such a film is normally metastable, and heating can relax it through misfit dislocations. Relaxation to \(R=0.5\) at fixed composition would halve \(e_p\), to \(-0.402\,\%\), as the factor \(1-R\) shows.

If the strain is inferred from the 004 peak alone through \(e_p=-(a_n/a_0-1)/D\), the largest of the errors estimated here comes from \(a_0\). Assuming one atomic percent too much germanium changes the inferred strain by \(+0.052\) percentage points, about 6 % of its magnitude. Taking \(D\) too large by 5 % changes it by \(+0.038\) points. Second-order elasticity contributes \(+0.006\) points in the model lattice; that energy is exactly quadratic in the Lagrangian strain \(\eta=e+e^2/2\), so the number reflects only the difference between \(\eta\) and \(e\). With measured third-order elastic constants of silicon and germanium it falls to between \(+0.002\) and \(+0.003\) points. A temperature drift of 10 K, if ignored, contributes \(-0.004\) points for an expansion coefficient of roughly \(3\times10^{-6}\) per kelvin.

Refraction contributes \(+0.004\) points. With refractive index \(1-\delta\), the longer wavelength inside the film raises the Bragg angle by \(\delta\tan\theta\), and bending at the surface adds \(\delta\cot\theta\). Their sum is \(2\delta/\sin2\theta\). For \(\delta=9.2\times10^{-6}\) the peak moves up by \(0.0023^\circ\) in \(2\theta\).

Waves from the substrate also interfere with those from the film. For a sharp interface this pulls the film peak towards the substrate peak by roughly \(0.005^\circ\), which contributes about \(+0.01\) points. Fitting the whole scan with a model that adds the waves from film and substrate takes this interference into account.

The substrate also yields slightly. For equal elastic moduli and substrate thickness \(t_s\), the force from a film of thickness \(t\) stretches the substrate by \(|e_p|t/t_s\) on average. Because the force acts at the surface, it also bends the substrate, adding \(3|e_p|t/t_s\) there. For \(t_s=0.5\) mm the total is \(4\times0.00804\times10^{-4}=3.2\times10^{-6}\), which is negligible here.

Finite thickness gives the 004 peak a full width at half maximum of \(0.189^\circ\) in \(2\theta\), less than half of the strain shift. These estimates assume an aligned diffractometer and a single, accurately known wavelength; an error in the angle scale or in the wavelength would add to them. Reading measured peaks with the rounded 0.1541 nm in place of the K-alpha-1 value of about 0.15406 nm would alone shift the inferred strain by \(-0.03\) to \(-0.04\) points. Unless the optics separate them, the two K-alpha lines of copper give 004 peaks about \(0.19^\circ\) apart, as much as the width just given. The remaining values are in the numerical output.

## Calculated quantities

```
Substrate a_s, unstrained film a0: 0.5431, 0.5475 nm
Wavelength: 0.1541 nm; film thickness: 50 nm
C11, C12: 160, 62 GPa; D = 2 C12/C11: 0.775
Small-strain e_n/e_p from bond energy: -0.7751
Isotropic e_n/e_p at nu = 0.30: -0.857
Model with C12/C11 = -0.091: e_n/e_p = +0.182
True in-plane strain e_p: -0.804 %
Normal strain e_n: +0.623 %
Normal lattice parameter a_n: 0.55091 nm
Biaxial modulus: 173.9 GPa
In-plane stress: -1.40 GPa
004 2theta, substrate: 69.150 deg
004 2theta, unstrained film: 68.516 deg
004 2theta, coherent film: 68.034 deg
004 shift from strain: exact -0.482, linear -0.486 deg
Wrong reading 1 (e_n called in-plane): +0.623 %
Wrong reading 2 (substrate reference): +1.438 %
Misfit (a0-a_s)/a_s: +0.810 %
Films sharing the same 004 peak:
  R = 0.0: a0 = 0.54750 nm, e_p = -0.804 %, 224 2theta = 87.018 deg
  R = 0.5: a0 = 0.54873 nm, e_p = -0.513 %, 224 2theta = 86.828 deg
  R = 1.0: a0 = 0.55091 nm, e_p = +0.000 %, 224 2theta = 86.498 deg
  R = 1.1: a0 = 0.55157 nm, e_p = +0.153 %, 224 2theta = 86.400 deg
Atom-sum test film, read from 004 and 224:
  d004 = 0.137721 nm, d224 = 0.111912 nm
  a_n = 0.55089, a_p = 0.54310, a0 = 0.54749 nm
  recovered e_p = -0.801 %
In-plane stretch of 2 %: d004 change 0.0000 %, d224 change +0.666 %
Errors in e_p inferred from 004 alone (percentage points):
  finite-strain elasticity (model): +0.0057
  refraction: +0.0038
  temperature drift of 10 K: -0.0039
  a0 for 1 at.% more Ge: +0.0522
  D too large by 5 %: +0.0383
Rough expansion coefficient used: 3.0e-06 1/K
Refraction decrement: 9.23e-06; 2theta shift: 0.0023 deg
Substrate thickness: 0.5 mm; interface strain: +0.00032 %
004 full width at half maximum (2theta): 0.189 deg
```
